# Potential step from charge transfer across an interface

## Problem

Two semiconductors meet at a flat interface that repeats periodically in its own plane. In each interface cell of area 15 square angstrom, 0.05 electron moves from the left material to the right one. The transfer distance, measured along the interface normal, is 2 angstrom.

(a) If no other charge responds, how far does the potential energy of an electron deep in one material shift against that deep in the other, and which side is raised?

(b) Does the answer depend on how the transferred charge is spread, on its sitting on separate atoms, or on the interface being finite?

(c) What does the step do to the band offsets, and how much of it might survive when the materials respond?

## Setting up

Hartree atomic units are used, so the electron has charge \(-1\) and Poisson's equation reads \(\nabla^2\phi=-4\pi\rho\). The \(z\) axis is the interface normal and points from left to right. The symbols are

- \(q>0\), the number of electrons transferred per cell;
- \(A\), the cell area, and \(\sigma=q/A\);
- \(d\), the distance along \(z\) from the centroid of the lost electron density to the centroid of the gained density.

For a bond inclined to the normal, \(d\) is therefore not the bond length but the normal component of the displacement.

Here \(\rho\) means the change of charge density caused by the transfer, and \(\phi\) the change of electrostatic potential that follows from it. Because Poisson's equation is linear, this change adds to whatever potential was present before. The corresponding change in an electron's potential energy is \(U=-\phi\).

Two assumptions enter. The transfer creates no net charge, and no external field is applied. "Unscreened" means that \(\rho\) contains the bare transfer and nothing else.

## Solution of (a): the step

**Averaging over the cell.** Define the plane average

\[
\bar\phi(z)=\frac1A\int_{\rm cell}\phi(x,y,z)\,dx\,dy ,
\]

and \(\bar\rho(z)\) in the same way. When Poisson's equation is averaged, the lateral part \((\partial_x^2+\partial_y^2)\phi\) becomes the outward flux of the lateral gradient through the edges of the cell. The gradient is the same on opposite edges, while the outward directions are opposite, so this flux vanishes. What remains is

\[
\bar\phi''(z)=-4\pi\bar\rho(z).
\]

**The field far away.** One integration gives

\[
\bar\phi'(z)=\bar\phi'(-\infty)-4\pi\int_{-\infty}^{z}\bar\rho(z')\,dz' .
\]

The first term is zero because there is no external field. To the right of all transferred charge the integral is also zero, because the transfer is neutral. The average potential is thus flat on both far sides, and a step between two constants is well defined.

**The size of the step.** Take limits \(\pm L\) beyond the transferred charge and integrate by parts:

\[
\bar\phi(L)-\bar\phi(-L)=\int_{-L}^{L}\bar\phi'\,dz
=\Big[z\bar\phi'\Big]_{-L}^{L}-\int_{-L}^{L}z\,\bar\phi''\,dz .
\]

The bracket vanishes because \(\bar\phi'=0\) at both limits. Inserting Poisson's equation in the last term gives

\[
\Delta\phi=4\pi\int z\,\bar\rho(z)\,dz .
\]

The integral is the dipole moment per unit area. Since the total charge is zero, shifting the origin of \(z\) does not change it.

Now write the density for the transfer. Where electrons are lost, positive charge appears; where they are gained, negative charge appears:

\[
\bar\rho(z)=\frac qA\,\big[f_{\rm lost}(z)-f_{\rm gained}(z)\big],
\]

with both profiles \(f\) normalized to one. The first moment of each profile is its centroid, so

\[
\int z\bar\rho\,dz=\frac qA\,(z_{\rm lost}-z_{\rm gained})=-\frac{qd}{A}.
\]

Hence \(\Delta\phi=-4\pi qd/A\), and with \(U=-\phi\)

\[
\boxed{\;\Delta U=U_{\rm right}-U_{\rm left}=\frac{4\pi q d}{A}\;}
\]

The side that receives electrons is raised. The sign can be seen from the force: the field in the gap points from the positive left side to the negative right side, so an electron in the gap is pushed to the left. Carrying it to the right costs energy. If the charge is spread evenly over the two planes, the transfer thus makes further transfer in the same direction more costly.

**The capacitor picture.** If the charge lies on two uniform sheets, each sheet produces a field of magnitude \(2\pi\sigma\) on either side of itself. Between the sheets the two fields add to \(4\pi\sigma\); outside they cancel. Field times distance is \(4\pi\sigma d\), as before.

**Numbers.** The bohr radius is 0.529177 angstrom, so

\[
d=\frac{2.0}{0.529177}=3.7795\ \text{bohr},\qquad
A=\frac{15.0}{0.529177^2}=53.566\ \text{bohr}^2 .
\]

The sheet density is

\[
\sigma=\frac{0.05}{53.566}=9.334\times10^{-4}\ \text{electron/bohr}^2 ,
\]

and the field between the sheets is \(4\pi\sigma=0.01173\) hartree/(e bohr). The step follows as

\[
\Delta U=0.01173\times3.7795=0.0443\ \text{hartree}
\]

which, with 27.2114 eV per hartree, is

\[
\Delta U=1.21\ \text{eV}\approx1.2\ \text{eV}.
\]

In SI units \(4\pi\) is replaced by \(1/\varepsilon_0\), and the step in electronvolts is \(qed/(\varepsilon_0A)\) with \(q\) still a number of electrons. Evaluating this expression gives the same 1.21 eV.

The step is sensitive to the transferred charge. A change of only 0.01 electron per cell, at fixed \(d\) and \(A\), changes the step by one fifth of its value, or 0.24 eV.

## Solution of (b): what the answer depends on

**Spread along the normal.** The derivation used no property of the two profiles except their normalization and their centroids. Smearing the charge changes how the electron's potential energy climbs from left to right, but not the total climb. As a check, Poisson's equation was integrated numerically for a symmetric Gaussian loss and a lopsided gain with a long tail, with centroids a distance \(d\) apart. The step was 0.044332 hartree, in agreement with the formula.

This also shows what can go wrong when \(q\) is read from charges assigned to atoms. An atom whose electron cloud is displaced from its nucleus contributes a dipole of its own, even if its net charge is unchanged. The full first moment contains such dipoles; a sum of atomic charges times atomic positions leaves them out.

**Separate atoms.** Suppose now that the transferred charges are points, on a square lattice with side \(\sqrt A\), with each receiving site directly above a donor site. The plane average still has the step derived above, but the potential also ripples from place to place within the cell.

To find the ripple, expand the potential in lateral plane waves. For a wave vector of length \(k\neq0\), a lattice of point charges \(Q\) in the plane \(z_0\) gives

\[
\phi_k''-k^2\phi_k=-\frac{4\pi Q}{A}\,\delta(z-z_0).
\]

Away from the plane the bounded solution is \(\phi_k=Ce^{-k|z-z_0|}\). Its slope jumps by \(-2kC\) at \(z_0\), and the equation demands a jump of \(-4\pi Q/A\). Therefore \(C=2\pi Q/(Ak)\).

The longest waves have \(k=G=2\pi/\sqrt A\), and there are four of them. Above an atom their cosines are all \(+1\); above the hollow at the cell centre they are all \(-1\). The difference between the two places is thus \(4-(-4)=8\) times one amplitude. At height \(s\) above the receiving plane, where the donor plane is \(s+d\) away and has the opposite charge, the energy difference is

\[
U_{\rm atom}-U_{\rm hollow}\approx
\frac{16\pi q}{AG}\left[e^{-Gs}-e^{-G(s+d)}\right].
\]

For the present cell \(G=0.8585\) bohr\(^{-1}\). At \(s=5.669\) bohr the formula gives \(4.04\times10^{-4}\) hartree, and a direct sum of Coulomb potentials gives \(4.05\times10^{-4}\) hartree. This is about 0.9% of the step. The ripple falls by a factor \(e\) for each further \(1/G\approx1.2\) bohr, so for this small cell the step no longer depends on the lateral position a few atomic layers away. The decay length \(1/G=\sqrt A/(2\pi)\) grows with the lateral period, so at a reconstructed or intermixed interface with a large cell the ripple reaches correspondingly further.

The 0.2% difference between formula and sum comes from shorter waves. Those of length \(\sqrt2\,G\) and \(2G\) have cosines \(+1\) at both places and drop out of the difference. The next to contribute are eight waves of length \(\sqrt5\,G\). Relative to the leading term they add about

\[
\frac{2}{\sqrt5}\,\frac{e^{-(\sqrt5-1)Gs}}{1-e^{-Gd}}\approx0.002 ,
\]

where the donor plane's still smaller share of the \(\sqrt5\,G\) waves has been neglected. This accounts for the difference.

**A finite interface.** Flat potentials on both far sides require an interface that is wide compared with the distance at which one probes. To see how wide, replace it by a disk of radius \(R\). A uniform disk with density \(\sigma\) of negative charge gives an electron on its axis, at distance \(h\), the energy

\[
u(h)=\int_0^R\frac{2\pi\sigma r\,dr}{\sqrt{r^2+h^2}}
=2\pi\sigma\left(\sqrt{R^2+h^2}-h\right).
\]

Let \(h\) now be measured upward from the midplane of the double layer. The receiving disk is at distance \(h-d/2\) and the donor disk, with the opposite sign, at \(h+d/2\). For \(d\ll R\),

\[
U(h)=u(h-\tfrac d2)-u(h+\tfrac d2)\approx-d\,u'(h)
=2\pi\sigma d\left(1-\frac{h}{\sqrt{R^2+h^2}}\right).
\]

At the mirror point below the midplane the two disks exchange roles and the energy changes sign. The difference between the two points is

\[
\Delta U_R(h)=4\pi\sigma d\left(1-\frac{h}{\sqrt{R^2+h^2}}\right).
\]

The formula holds outside the double layer, \(h>d/2\). For \(d/2<h\ll R\) this is the full step. For \(h\gg R\) the bracket tends to \(R^2/(2h^2)\), so that

\[
\Delta U_R\to\frac{2\pi\sigma dR^2}{h^2}=\frac{2p}{h^2},\qquad p=\pi R^2\sigma d ,
\]

which is the difference between the two sides of a point dipole \(p\). Far from a finite patch there is no lasting step.

A direct Coulomb sum over 282697 cells, with \(R=2195.7\) bohr and \(h=18.897\) bohr, gives 0.043951 hartree. The factor in the bracket is 0.99139 for these lengths, and the formula also gives 0.043951 hartree. The sum uses separate point charges and no plane averaging, so it tests both the step and its reduction by the finite width.

## Solution of (c): band offsets and screening

**Effect on the offsets.** Deep in each material the transfer adds a constant to the potential energy. A constant shifts all levels there by the same amount and leaves the band gap unchanged. With \(E_v\) the valence band edge, \(\bar V\) the average potential energy in the bulk, and offsets counted as right minus left,

\[
\Delta E_v=\big(E_v-\bar V\big)_{\rm right}-\big(E_v-\bar V\big)_{\rm left}
+\Delta\bar V .
\]

The first two terms belong to the separate bulk materials. The interface enters through the last one, to which the transfer adds \(\Delta U\). The conduction band offset, counted in the same direction, changes by the same amount. The step is a change relative to the interface without the transfer; it is not the whole band offset.

Mobile carriers are left out here. In doped materials they bend the bands, usually over distances much longer than \(d\), and at equilibrium they fix the potential difference far from the interface. "Deep" then means beyond the transferred charge but still close to the interface compared with the length over which the bands bend. The band offset is read there.

**Response of the materials.** The field in the gap polarizes its surroundings, and the polarization opposes the field. A rough model gives the region a local dielectric constant \(\varepsilon(z)\). The displacement field \(D=\varepsilon E\) has the bare transfer as its source, \(D'=4\pi\bar\rho\). For two sheets this gives \(D=4\pi\sigma\) between them and zero outside. Since \(dU/dz=-d\bar\phi/dz=E\),

\[
\Delta U_{\rm scr}=4\pi\sigma\int_0^d\frac{dz}{\varepsilon(z)} .
\]

Take \(\varepsilon=12\) in the left half of the gap and \(\varepsilon=8\) in the right half, as round values. Then

\[
\Delta U_{\rm scr}=4\pi\sigma d\cdot\frac12\left(\frac1{12}+\frac18\right)
=\frac{5}{48}\,\Delta U=0.0046\ \text{hartree}\approx0.13\ \text{eV}.
\]

A finite-difference solution of the same dielectric problem agrees. The two halves act as capacitors in series, and the effective constant is \(48/5=9.6\), the harmonic mean rather than the arithmetic mean of 10.

This supports a reduction to the order of 0.1 eV, not a second digit. Where one constant gives way to the other within a single bond length is a choice of the model: with 12 throughout the gap the step would be 0.10 eV, with 8 throughout it would be 0.15 eV. The bonds at a real interface may also respond differently from those in either bulk material. The model further treats the medium as smooth on the atomic scale. Division by \(\varepsilon\) is reasonable for charge moved from one atomic plane to another, but charge placed in a bond or an interstice meets local fields and can be screened quite differently. The response is also taken as linear, although the field in the gap is large: about 60 MV/cm before screening and 5 to 7.5 MV/cm after it, acting over only 2 angstrom.

**Which charge is being used.** The first-moment formula applies to any neutral change of charge density, provided that all of it is counted. If \(\bar\rho\) is the complete change found in a self-consistent calculation, the electronic response is already part of it, and dividing by an electronic dielectric constant would count that response twice. If the atoms were held fixed, their response is still missing. The value 1.2 eV is therefore the final step if the complete change has the same dipole as 0.05 electron moved by 2 angstrom. If only the bare transfer has that dipole, 1.2 eV is the starting point before screening. The net number of electrons moved does not fix the step by itself, because displaced electron clouds add dipoles without carrying net charge across the interface.

## A few cases

The second and third rows follow from the proportionality of \(\Delta U\) to \(d/A\). The fourth follows from solving the formula for \(q\), which gives 0.0041 electron for a step of 0.1 eV.

| Electrons per cell | \(d\) (angstrom) | \(A\) (square angstrom) | Response | Step (eV) |
|---|---|---|---|---|
| 0.05 | 2 | 15 | none | 1.2 |
| 0.05 | 1 | 15 | none | 0.60 |
| 0.05 | 2 | 30 | none | 0.60 |
| 0.0041 | 2 | 15 | none | 0.10 |
| 0.05 | 2 | 15 | \(\varepsilon=12\) and 8 | about 0.1 |

Reversing the direction of transfer reverses the sign of each step. The fourth row sets the accuracy needed in practice: to fix an offset to 0.1 eV, the charge moved over this distance must be known to about four thousandths of an electron per cell when it stands for the complete change, with no further screening to come. For a bare transfer screened as in the model above, the tolerance is about ten times wider. For that reason the step is better taken from the change of the plane-averaged potential, or from the first moment of the complete density change, than from rounded atomic charges. The numerical output below lists the main computed values, some of them with further digits.

## Values computed for the example and the checks

```
Transferred charge per cell: 0.05 electron
Transfer distance, given: 2.0 angstrom
Cell area, given: 15.0 angstrom^2
Bohr radius: 0.529177 angstrom
Hartree energy: 27.2114 eV
Transfer distance d: 3.7795 bohr
Cell area A: 53.566 bohr^2
Sheet density q/A: 9.3343e-04 electron/bohr^2
Dipole per area q*d/A: 3.5278e-03 e/bohr
Field between sheets: 0.01173 hartree/(e bohr)
Unscreened step: 0.04433 hartree
Unscreened step: 1.2063 eV
Step from SI constants: 1.2063 eV
Number of cells in patch: 282697
Patch radius: 2195.7 bohr
Probe distance from midplane: 18.897 bohr
Step from Coulomb sum: 0.043951 hartree
Finite-patch factor: 0.99139 (no unit)
Formula times patch factor: 0.043951 hartree
Step from smeared charges: 0.044332 hartree
Lateral wave number G: 0.8585 1/bohr
Ripple probe height above plane: 5.669 bohr
Ripple from Coulomb sum: 4.0519e-04 hartree
Ripple from leading wave: 4.0426e-04 hartree
Dielectric constant, left half: 12 (no unit)
Dielectric constant, right half: 8 (no unit)
Screened step, formula: 0.004618 hartree
Screened step, numerical: 0.004618 hartree
Screened step: 0.1257 eV
Bare transfer for a 0.1 eV step: 0.00414 electron
```
